# Why inner nanosheets can run hotter in a gate-all-around stack

**Q:** In a gate-all-around transistor with stacked nanosheets, I am told that the inner sheets run hottest because their heat must cross gate dielectric or squeeze through narrow source and drain regions. But the outer sheets are wrapped in dielectric too. What singles out the inner ones?

**A:** Their position on the vertical route to the heat sinks. The dielectric and the source/drain regions both matter, but through how they shape that route. Whether an inner sheet is the hottest also depends on the sinks, so the statement needs conditions.

Take $N$ geometrically equal sheets, numbered from the bottom. Sheet $i$ has mean temperature rise $T_i$ above ambient and dissipates power $P_i$. Heat $q_i$ leaves through its ends into the source and drain pillars, and $P_i-q_i$ crosses the dielectric into the gate metal. At level $i$ the pillars have rise $D_i$, averaged over source and drain, and the gate metal has rise $G_i$. Conduction is steady and linear, source and drain are mirror-equal, and all sinks are at ambient temperature.

There are four resistances:

- $r_g$, from sheet to gate metal, including dielectric and interfaces;
- $r_s$, from sheet to pillars, both ends in parallel;
- $R_D$, along the two pillars in parallel, per sheet pitch;
- $R_G$, along the gate metal, per sheet pitch.

**Q:** A sheet is heated all along its length and leaks into the gate as it goes. Can one number $r_s$ describe that?

**A:** Yes, for the mean temperature. Let the gated part have length $L$, cross-section $A_s$, conductivity $k$ and uniform heating $P/L$. I drop the index $i$ here. With $\theta(x)=T(x)-G$, the heat balance is

$$kA_s\theta''-\frac{\theta}{r_gL}+\frac{P}{L}=0 .$$

If both ends are at temperature $E$, the symmetric solution is

$$\theta=Pr_g+(E-G-Pr_g)\frac{\cosh mx}{\cosh a},\qquad a=\frac{mL}{2}=\frac12\sqrt{\frac{r_{\rm sheet}}{r_g}},$$

where $r_{\rm sheet}=L/(kA_s)$. The average of $\cosh mx/\cosh a$ over $-L/2<x<L/2$ is $\eta=\tanh a/a$, so the mean temperature is

$$T=\eta E+(1-\eta)(G+Pr_g).$$

The heat not lost to the gate leaves through the ends: $q=P-(T-G)/r_g$, or $G+Pr_g=T+r_gq$. Inserting this gives

$$\eta(T-E)=(1-\eta)r_gq\quad\Rightarrow\quad T-E=r_aq,\qquad r_a=r_g\left(\frac1\eta-1\right).$$

Each end then has a spacer region of resistance $r_{\rm sp}$ carrying $q/2$, which adds a drop $r_{\rm sp}q/2$. Hence $r_s=r_a+r_{\rm sp}/2$.

Real heating is stronger near the drain. An added heating profile that is odd about mid-channel produces an odd temperature change, because source and drain are mirror-equal. It changes neither the sheet mean nor the total heat into the gate. An even hot-spot profile leaves $r_a$ unchanged but in general adds to $T-E$ a term proportional to $P$, so one resistance is then not enough. If all sheets have the same power and the same heating profile, this term is equal in every sheet and cancels when sheets are compared.

**Q:** How do you isolate the penalty of being inside the stack?

**A:** Compare an interior sheet with the average of its two neighbours. For any quantity $X$, define

$$\Delta X_i=X_i-\tfrac12(X_{i-1}+X_{i+1}).$$

At an interior level, the heat entering the pillars must leave up and down:

$$\frac{D_i-D_{i-1}}{R_D}+\frac{D_i-D_{i+1}}{R_D}=q_i\quad\Rightarrow\quad \Delta D_i=\tfrac12R_Dq_i .$$

The same balance in the gate metal gives $\Delta G_i=\frac12R_G(P_i-q_i)$. The sheet is joined to both rails:

$$T_i=D_i+r_sq_i,\qquad T_i=G_i+r_g(P_i-q_i).$$

Applying $\Delta$ to each relation yields

$$\Delta T_i=\tfrac12R_Dq_i+r_s\Delta q_i,$$

$$\Delta T_i=\tfrac12R_G(P_i-q_i)+r_g\Delta P_i-r_g\Delta q_i .$$

Multiply the first by $r_g$ and the second by $r_s$, then add. The terms in $\Delta q_i$ cancel. Dividing by $r_g+r_s$ leaves

$$\Delta T_i=\tfrac12wR_Dq_i+\tfrac12(1-w)R_G(P_i-q_i)+\frac{r_gr_s}{r_g+r_s}\Delta P_i,\qquad w=\frac{r_g}{r_g+r_s}.$$

For equal powers $P$ the last term vanishes. The excess is then positive if the sheet sheds heat into both rails, $0<q_i<P$. The sinks do not appear explicitly, but they influence $q_i$. This relation was tested on random five-sheet networks with unequal powers.

**Q:** Then where does the dielectric do its damage?

**A:** Two limits separate its roles. First let the gate be the only exit, $r_s\to\infty$. Then $q_i=0$ and $w=0$, so for equal powers

$$T_i=G_i+Pr_g,\qquad \Delta T_i=\tfrac12R_GP .$$

A thicker dielectric raises every sheet by the same amount. It heats the stack without favouring the inner sheet.

Now restore the pillars and let the gate metal be vertically isothermal, $R_G\to0$. For equal powers,

$$\Delta T_i=\tfrac12wR_Dq_i .$$

This vanishes if $R_D\to0$, because the pillars then have no vertical temperature drop. It also vanishes if $r_g\to0$, because $r_s$ stays above $r_{\rm sp}/2$ and so $w\to0$: the gate metal then ties all sheets to one temperature. In this limit both obstacles are needed. The pillars supply the vertical drop, and the dielectric keeps the sheets from evening it out through the gate.

**Q:** A positive excess over the neighbours' average does not make the inner sheet the hottest. When is it?

**A:** One rail shows the condition. Suppose equal powers $P$ enter a rail of step resistance $R$, with sink resistance $B$ below and $A$ above. Let $u_j$ be the rail temperature at level $j$ and $Q_b$ the heat leaving at the bottom. The downward flow between levels $j$ and $j+1$ is $Q_b-jP$, so

$$u_1=BQ_b,\qquad u_{j+1}-u_j=R(Q_b-jP),\qquad u_N=A(NP-Q_b).$$

Adding the steps from bottom to top gives

$$BQ_b+R\left[(N-1)Q_b-\frac{N(N-1)}2P\right]=A(NP-Q_b),$$

$$Q_b=NP\,\frac{A+(N-1)R/2}{A+B+(N-1)R}.$$

The second sheet is hotter than the bottom one when $Q_b>P$: the lower sink must remove more than the bottom sheet's own heat. Inserting $Q_b$ and collecting terms turns this into

$$B<(N-1)\left[A+\frac{(N-2)R}{2}\right].$$

The condition at the top follows by exchanging $A$ and $B$. Successive steps $u_{j+1}-u_j$ fall by $RP$, so the profile has a single hump. If both conditions hold, the maximum is inside. For three sheets they read $B<2A+R$ and $A<2B+R$. If the upper sink is too weak, the top sheet is hottest.

**Q:** What does "confined" mean for the source and drain, in numbers?

**A:** Phonons hit the walls before travelling their bulk mean free path $\Lambda$. Take one mean free path for all phonons and two diffuse walls a distance $d$ apart, with heat flowing parallel to them. A phonon leaves a wall with no preferred direction along the flow. If its direction has cosine $\mu$ to the wall normal, its contribution at height $z$ has recovered to the fraction $1-e^{-z/(\Lambda\mu)}$ of the bulk value. The average of this fraction over $0<z<d$ is

$$1-\frac{\Lambda\mu}{d}\left(1-e^{-d/(\Lambda\mu)}\right).$$

The heat flow weights each direction by its squared component along the flow, which averages to $(1-\mu^2)/2$ around the normal. The bulk integral of this weight over $0<\mu<1$ is $1/3$. Dividing by it gives

$$\frac{k}{k_0}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\Lambda\mu}{d}\left(1-e^{-d/(\Lambda\mu)}\right)\right]d\mu .$$

I choose round values $k_0=100$ W/(m K) and $\Lambda=100$ nm. A sheet 5 nm thick then has $k=12.9$ W/(m K), and a pillar 20 nm long in the channel direction has 32.3 W/(m K). The side walls that limit the width are left out. For a width of 30 nm the same model with four diffuse walls gives about 9.4 W/(m K) for the sheet and 20 W/(m K) for the pillar. In the worked example below, with the sinks unchanged, this would raise the excess from 3.4 to about 5.0 K and the middle sheet's rise from 66 to about 78 K, while the pillar route would still supply about four fifths of the excess.

**Q:** Please work through a three-sheet stack.

**A:** Let the sheets be 30 nm wide with a 15 nm gate length, 5 nm spacers and a 15 nm pitch. Each dissipates 20 µW. The dielectric with its interfaces has $10^{-8}$ m² K/W over an area $2(30+5)\times15=1050$ nm², so $r_g=9.52$ K/µW. The gated sheet has

$$r_{\rm sheet}=\frac{15\times10^{-9}}{12.94\times150\times10^{-18}}\ \text{K/W}=7.73\ \text{K/µW}.$$

The fin formula gives $r_a=0.635$ K/µW. With $r_{\rm sp}=2.576$ K/µW,

$$r_s=0.635+\frac{2.576}{2}=1.923\ \text{K/µW},\qquad w=\frac{9.524}{9.524+1.923}=0.832 .$$

The two pillars in parallel give $R_D=0.387$ K/µW. Gate metal of 20 W/(m K), 10 nm thick on each side, gives $R_G=2.5$ K/µW.

For the pillars I take sinks of 1.0 K/µW below and 1.5 above; for the gate metal, 10 below and 5 above. The sheet rises, bottom to top, are 62.1, 66.3 and 63.7 K. The middle sheet is hottest, and

$$\Delta T_2=66.27-\tfrac12(62.14+63.66)=3.37\ \text{K}.$$

It sends 16.87 µW into the pillars and 3.13 µW into the gate. The two terms of the formula are

$$\tfrac12(0.832)(0.387)(16.87)=2.72\ \text{K},\qquad \tfrac12(0.168)(2.5)(3.13)=0.66\ \text{K}.$$

The pillar route supplies about four fifths of the excess. The excess itself is only about 5% of the middle sheet's rise. That rise is the sum of the local drop $r_sq_2=32.4$ K and the pillar rise of 33.8 K.

Now weaken the upper sinks to 10 K/µW for the pillars and 50 for the gate. The rises become 80.6, 91.4 and 95.5 K, so the top sheet is hottest. The excess over the neighbours' average hardly moves, at 3.34 K. The one-rail condition, applied to the pillars alone, gives the right verdict in both cases: $A<2B+R_D=2.39$ K/µW holds for $A=1.5$ and fails for $A=10$. It is only a guide, because the gate metal shifts the actual threshold.

**Q:** So a thinner dielectric should reduce the inner-sheet excess?

**A:** Not always. In this model stack the excess is not monotonic in $r_g$: it is 3.68 K at ten times the original value and 3.37 K at the original value, passes a shallow minimum of about 3.35 K near 1.5 times the original value, and rises when $r_g$ is cut below that. The tenfold cut used next, to $10^{-9}$ m² K/W, is a limiting test, because thinning a real dielectric leaves its interface resistances in place. With the original sinks, cutting $r_g$ tenfold cools the middle sheet from 66.3 to 59.5 K but raises its excess from 3.37 to 4.62 K. The reason is the poor vertical conduction of the gate metal. For the smaller $r_g$, the fin formula gives $r_s\approx1.86$ K/µW and $w\approx0.339$. The excess formula then reads, with $q_2$ in µW,

$$4.62=\tfrac12(0.339)(0.387)q_2+\tfrac12(0.661)(2.5)(20-q_2),$$

so $q_2\approx15.7$ µW. The pillar term has fallen to about 1.0 K, but the gate term has grown to about 3.6 K. More weight has moved to the rail with the larger vertical resistance.

If the gate metal is made vertically isothermal, the expected trend returns: the excess is 2.67 K at the original $r_g$ and 0.94 K at one tenth of it. Giving the pillars their bulk conductivity instead, with the original gate metal, lowers the excess from 3.37 to 1.51 K. The middle sheet still reaches 64.3 K, so relieving pillar confinement more than halves the excess but lowers the middle sheet's rise by only about 3%.

**Q:** How far should I trust the rail picture?

**A:** The pillar is longer than the sheet pitch, so heat has not fully spread across it between levels. A two-dimensional calculation of one pillar, with equal heat entering at three mouths, gives an excess 9% above the one-dimensional rail value. The slowest non-uniform pattern decays as $e^{-\pi z/\ell}$ over a vertical distance $z$, with pillar length $\ell$. That factor is $e^{-3\pi/4}\approx0.095$ over one pitch. The middle mouth feels two near neighbours and each outer mouth feels one, which accounts for the sign.

Two simplifications affect the numbers in other ways. Heat entering the pillar through a thin mouth must spread across it, which adds a local resistance to $r_s$. This is left out, so the sheet temperatures above are too low on that account, although the excess is much less affected. The gate metal is lumped at the sheet levels, whereas neighbouring sheets really share the metal between them. This sharing matters most when the dielectric is thin. With the gate metal resolved in two dimensions, cutting $r_g$ tenfold raises the excess only from about 3.6 to 3.9 K if the gate sinks cover the whole top and bottom faces, and lowers it from about 3.2 to 2.7 K if they touch only the side metal. The sign of that trend, and not only its size, therefore depends on the gate geometry.

A further uncertainty, not estimated here, is transport along the channel. The effective mean free path in the sheet, about $0.13\times100=13$ nm, is close to the gate length. Diffusive conduction is therefore a rough description there, and ballistic corrections would change $r_s$, $w$ and the temperatures. The balance along the rails also assumes that the heat flow between adjacent levels is proportional to their own temperature difference. In the pillars this too is an approximation, because the effective mean free path there, about $0.32\times100=32$ nm, exceeds the 15 nm pitch. The numerical output below lists the remaining values.

## Computed values

```
sheet width, gate length, thickness: 30, 15, 5 nm
pitch, spacer, pillar length: 15, 5, 20 nm
bulk conductivity: 100 W/(m K)
phonon mean free path: 100 nm
gate metal: 20 W/(m K), each side 10 nm thick
dielectric + interfaces: 1.0e-08 m^2 K/W
power per sheet: 20 uW
sinks: pillar bottom, pillar top, gate bottom, gate top
  balanced: 1.0 1.5 10.0 5.0 K/uW
  weak top: 1.0 10.0 10.0 50.0 K/uW
confinement factor, sheet: 0.1294 (random flights 0.1295)
confinement factor, pillar: 0.3230 (random flights 0.3233)
conductivity, sheet: 12.94 W/(m K)
conductivity, pillar: 32.30 W/(m K)
r_sheet end to end: 7.728 K/uW
one spacer: 2.576 K/uW
r_g: 9.524 K/uW
r_a: 0.635 K/uW
r_s: 1.923 K/uW
w: 0.8320
R_D confined: 0.3870 K/uW
R_D with bulk conductivity: 0.1250 K/uW
R_G: 2.500 K/uW
balanced sinks, bottom to top:
  sheet rises: 62.135 66.272 63.663 K
  resolved channel: 62.137 66.274 63.665 K
  pillar rises: 29.174 33.833 31.964 K
  gate metal rises: 34.866 36.425 30.148 K
  heat into pillars: 17.137 16.866 16.481 uW
  middle-sheet excess: 3.373 K
    pillar term: 2.715 K
    gate-metal term: 0.658 K
weak top sink, bottom to top:
  sheet rises: 80.586 91.368 95.470 K
  middle-sheet excess: 3.340 K
changes with balanced sinks: excess, middle-sheet rise
  r_g x 0.1: 4.616 K, 59.485 K
  r_g x 10: 3.675 K, 76.064 K
  bulk pillars: 1.511 K, 64.267 K
  isothermal gate metal: 2.665 K, 65.456 K
  isothermal gate metal, r_g x 0.1: 0.935 K, 56.344 K
  isothermal gate metal, r_g x 10: 3.655 K, 76.033 K
  isothermal gate metal, bulk pillars: 0.869 K, 63.507 K
2D pillar excess / 1D rail excess: 1.089
```
